\section*{Load Resistance for Maximum Read Swing of an Isolated Resistive Memory Cell, part 2}

A memory cell has two states, with resistances $R_L<R_H$. It is read in series with a load $R$ across a fixed supply $V$, and the load is chosen to make the difference between the two outputs as large as possible. The output is taken across the load and is $v=VR/(R+R_c)$ for a cell resistance $R_c$. The outputs of the low and high states are $v_L$ and $v_H$, and the swing is $S=v_L-v_H$. We write $k=R_H/R_L$, $q=\sqrt k$ and $g=\sqrt{R_LR_H}$.

For an isolated cell with ohmic states, an ideal supply, a sensing input that draws no current and a settled output, the largest swing is
\begin{equation}
S_*=V\,\frac{q-1}{q+1}\qquad\text{at}\qquad R_*=g .
\label{eq:recall}
\end{equation}
A load $R=gx$ gives
\begin{equation}
\frac{S}{S_*}=\left[1+\frac{q}{(1+q)^2}\left(x+\frac1x-2\right)\right]^{-1}.
\label{eq:recallflat}
\end{equation}
At $R=g$ the outputs are $Vq/(q+1)$ and $V/(q+1)$, symmetric about $V/2$. A reference of $V/2$ then gives each state the margin $S_*/2$.

The example has $R_L=10$~k$\Omega$, $R_H=1000$~k$\Omega$ and $V=0.20$~V, so that $k=100$, $q=10$, $g=100$~k$\Omega$ and $S_*=163.6$~mV. At the best load the outputs are 181.8 and 18.2~mV. Each correction below is applied to this example by itself, with the other assumptions kept. The additional parameters are rough values chosen to show sizes.

The computed results at the end also list three cases that have already been treated: a supply adjusted with the load to hold the high-state cell voltage at 0.20~V, a constant line and driver resistance of 2~k$\Omega$ in series with the cell, and a sensing input with a resistance of 10~M$\Omega$ to ground.

\subsection{Parallel paths in a crossbar}

The derivation assumed an isolated cell. Suppose instead that a resistance $R_s$, independent of the state of the selected cell, connects the same two terminals as the cell. Each state is then seen as
\begin{equation}
R_L'=\frac{R_LR_s}{R_L+R_s},\qquad R_H'=\frac{R_HR_s}{R_H+R_s},
\end{equation}
and the best load is $\sqrt{R_L'R_H'}$. The apparent ratio is
\begin{equation}
k'=\frac{R_H'}{R_L'}=k\,\frac{R_L+R_s}{R_H+R_s}=\frac{1+R_s/R_L}{1+R_s/R_H}.
\label{eq:kprime}
\end{equation}
The middle form shows that the ratio is preserved when $R_s\gg R_H$. It is not enough for the leakage path to exceed $R_L$.

Consider an $n\times n$ crossbar without selectors. All unselected lines float, line resistance is neglected, and every cell other than the selected one is in the low state. The $n-1$ unselected columns are equivalent and have equal potentials, and so do the unselected rows. The sneak current passes through three groups of parallel cells. It goes from the selected row to the unselected columns through $n-1$ cells, from these columns to the unselected rows through $(n-1)^2$ cells, and from these rows to the selected column through $n-1$ cells. Hence
\begin{equation}
R_s=R_L\left[\frac{2}{n-1}+\frac{1}{(n-1)^2}\right].
\label{eq:sneak}
\end{equation}
Adding one to $R_s/R_L$ produces a perfect square, $1+R_s/R_L=[n/(n-1)]^2$. Since the denominator of the last form in Eq.~\eqref{eq:kprime} exceeds one, $\sqrt{k'}<n/(n-1)$. The largest swing increases with the ratio, so
\begin{equation}
S_*'<V\,\frac{n/(n-1)-1}{n/(n-1)+1}=\frac{V}{2n-1}.
\label{eq:arraybound}
\end{equation}
This bound holds for the stated background and biasing, however large $R_H$ may be.

For $n=8$, Eq.~\eqref{eq:sneak} gives $R_s=10\times15/49$~k$\Omega=3.06$~k$\Omega$. The apparent resistances are 2.34 and 3.05~k$\Omega$, and a solution for all line potentials of the array confirmed them. The best load is 2.67~k$\Omega$, and the largest swing is 13.2~mV, just under the bound of $200/15=13.3$~mV. A load left at 100~k$\Omega$ gives 1.3~mV. Retuning the load recovers a factor of ten, but the result is still only 8\% of the isolated swing. Even this figure compares two reads with the same all-low background. In use the stored pattern is unknown. A low cell among high cells appears as 9.68~k$\Omega$ and a high cell among low cells as 3.05~k$\Omega$, so the order of the two outputs is reversed at every load, and no fixed reference separates the states. The remedy is to suppress the sneak current, for example by selectors. Grounding the unselected rows is not enough with this readout, because their cells then load the output column. The swing in the example stays below 25~mV for every load.

\subsection{A high state that is not ohmic}

As a model of a nonlinear high state, let its current at cell voltage $u$ be
\begin{equation}
I(u)=\frac{V_0}{R_H}\sinh\frac{u}{V_0},
\end{equation}
which reduces to $u/R_H$ for $u\ll V_0$. The low state stays ohmic. Define the chord resistance $R_e=u/I(u)$. For $y=u/V_0$,
\begin{equation}
\frac{R_H}{R_e}=\frac{\sinh y}{y}=1+\frac{y^2}{6}+\frac{y^4}{120}+\cdots .
\end{equation}
With $V_0=0.25$~V and the ohmic estimate $u=0.182$~V, $y$ is about 0.73 and the chord resistance is about 8\% below $R_H$.

The best load is not quite $\sqrt{R_LR_e}$, because $R_e$ itself depends on the load. A larger load takes more of the supply and leaves a smaller $u$, so $R_e$ rises with $R$. Write the swing as $F(R,R_e)$, where $F$ is the ohmic swing with high-state resistance $R_e$. Then
\begin{equation}
\frac{dS}{dR}=\frac{\partial F}{\partial R}+\frac{\partial F}{\partial R_e}\frac{dR_e}{dR}.
\end{equation}
Where $R=\sqrt{R_LR_e}$ the first term vanishes. The second is positive, since a larger $R_e$ lowers the high-state output. The swing is still rising there. The same current flows through cell and load, so $R/R_e=v/u$ and $R^2/R_e=Rv/u$, which increases with $R$. At every smaller load $R^2/R_e$ is therefore below $R_L$, so that $R<\sqrt{R_LR_e}$ and both terms are positive. The maximum thus lies at a larger load. Numerical maximization gives about 97~k$\Omega$ and a swing of 162.2~mV. At 100~k$\Omega$ the swing is the same to this accuracy. For this $V_0$ the nonlinearity costs about 1\% of the swing, and the original load can be kept. For $V_0=0.10$~V the cost is about 5\% and the best load is about 84~k$\Omega$.

\subsection{Temperature}

Let the high state conduct by an activated process and the low state have a metallic temperature coefficient $\alpha$. With $T_0=300$~K,
\begin{align}
R_H(T)&=R_H\exp\left[\frac{E_a}{k_B}\left(\frac1T-\frac1{T_0}\right)\right],\\
R_L(T)&=R_L\left[1+\alpha(T-T_0)\right].
\end{align}
Here $k_B$ is the Boltzmann constant. For $E_a=0.05$~eV, $\alpha=0.001$~K$^{-1}$ and $T=358$~K, the resistances become 731 and 10.6~k$\Omega$. Their geometric mean is 87.9~k$\Omega$. With the load kept at 100~k$\Omega$ the swing is 156.8~mV, which is 4\% below its value at 300~K.

Nearly all of this loss comes from the smaller ratio and not from the mistuned load. At 358~K, $q=\sqrt{731/10.58}=8.3$ and $x=100/87.94=1.14$. The correction term in Eq.~\eqref{eq:recallflat} is then about 0.0016, so retuning the load would recover less than 0.2\%. The conclusion belongs to these parameters, and a larger activation energy would shift the optimum further.

\subsection{Spread between cells}

A common load serves many cells, whose resistances differ. Let the low-state resistances reach up to $R_{L,\max}$ and the high-state resistances down to $R_{H,\min}$, with $R_{L,\max}<R_{H,\min}$. The output falls as the cell resistance rises. The lowest low-state output therefore comes from $R_{L,\max}$ and the highest high-state output from $R_{H,\min}$. The gap between the two populations is the swing of a single cell with these two resistances. Its maximum lies at
\begin{equation}
R_*=\sqrt{R_{L,\max}\,R_{H,\min}} .
\label{eq:population}
\end{equation}
The load should be set by the inner edges of the distributions, if the guaranteed gap is what matters.

Take $R_{L,\max}=20$~k$\Omega$ and $R_{H,\min}=333.3$~k$\Omega$. With the load at 100~k$\Omega$ the outputs are 166.7 and 46.2~mV, and the gap is 120.5~mV, which is 26\% below the nominal swing. About a reference of 100~mV the margins are 66.7 and 53.8~mV. Equation~\eqref{eq:population} gives $\sqrt{20\times333.3}$~k$\Omega=81.6$~k$\Omega$. There $q=\sqrt{333.3/20}=4.08$, and both margins equal $100\times3.08/5.08$~mV, or about 61~mV. The gap hardly grows, but the smaller margin improves by about 7~mV.

\subsection{Settling time}

Let the output node have a capacitance $C$ to ground. The current that does not flow through the load charges it:
\begin{equation}
C\frac{dv}{dt}=\frac{V-v}{R_c}-\frac vR=\frac V{R_c}-v\left(\frac1{R_c}+\frac1R\right).
\end{equation}
For a step of the supply from zero, the output approaches its final value exponentially with the time constant
\begin{equation}
\tau=C\,\frac{R_cR}{R_c+R}.
\label{eq:tau}
\end{equation}
At $R=g$ the two time constants are $\tau_L=Cg/(q+1)$ and $\tau_H=Cgq/(q+1)$, so the high state is slower by the factor $q$. With $C=100$~fF they are 0.91 and 9.1~ns.

A smaller load shortens the wait for settled outputs. At 50~k$\Omega$ the high-state time constant is $100\ \text{fF}\times(50\times1000/1050)\ \text{k}\Omega=4.8$~ns, about half as long, while the settled swing falls by 4\%. This does not bring forward a decision against a fixed reference of 100~mV. The high-state output rises from zero and stays below the reference, so the decision waits for the low state. Its output passes 100~mV after 0.73~ns with the load of 100~k$\Omega$ and after 0.76~ns with 50~k$\Omega$. At times short compared with both time constants the outputs are $Vt/(R_cC)$ to leading order and do not depend on the load. The geometric-mean rule is a rule for settled readings. A read timed during the transient can exceed $S_*$ and favours a larger load. The difference of the outputs peaks at $t=C\ln k/(1/R_L-1/R_H)=4.65$~ns for any load, where it is 173~mV with 100~k$\Omega$ and 187~mV with 1000~k$\Omega$.

\subsection{Thermal noise}

In thermal equilibrium the cell and load act on the output node as one resistance $R_t=R_cR/(R_c+R)$ at temperature $T$. Its voltage noise, filtered by $C$, has the mean square
\begin{equation}
\overline{\delta v^2}=\int_0^\infty\frac{4k_BTR_t}{1+(2\pi f\tau)^2}\,df=\frac{4k_BTR_t}{4\tau}=\frac{k_BT}{C}.
\end{equation}
The integral of the Lorentzian is $1/(4\tau)$, and $\tau=R_tC$. The result does not depend on the load, so this noise does not move the optimum as long as $C$ alone sets the bandwidth. If the amplifier passes a band narrower than $1/(2\pi\tau)$, the noise grows with $R_t$, and the best ratio of swing to noise lies at a load below $g$. At 300~K and 100~fF it is 0.20~mV root mean square, some 400 times smaller than the nominal margin of 82~mV. The estimate leaves out excess noise of the biased cell and the noise and offset of the amplifier.

\subsection{Disturbance and heating by the read}

The largest settled cell voltage at the best load is that of the high state, $0.200-0.018=0.182$~V. Just after a sudden step of the supply, before the output node has charged, the cell carries the full 0.20~V. For a switching threshold of 0.5~V the settled value is a little over one third of the threshold. A threshold is a shorthand for a switching process whose rate depends on voltage, so many repeated reads need a separate assessment.

The power in the cell is $V^2R_c/(R+R_c)^2$. At $R=g$ the two states dissipate equally:
\begin{equation}
\frac{g/q}{(g+g/q)^2}=\frac{q}{g(q+1)^2}=\frac{gq}{(g+gq)^2}.
\end{equation}
In the example the settled power is $(18.18\ \text{mV})^2/10\ \text{k}\Omega=33$~nW. A thermal resistance of $10^6$~K/W turns this into a temperature rise of 0.03~K, which is negligible here. Just after a sudden step the low-state cell carries the full 0.20~V and dissipates $4\ \mu$W. The same thermal resistance then allows a brief rise of at most 4~K, which is approached only if the cell warms faster than the output node charges.

\subsection{The parameters beside real cells}

The example lies in the rough regime of filamentary oxide memory cells, which have low states of some kilohms to tens of kilohms, high states from about a hundred kilohms upwards, and read voltages of a few tenths of a volt. A ratio of 100 is on the favourable side once the spread of a large array is counted. Real cells break the assumption of two sharp resistances, and the spread assumed above lowers the guaranteed gap by 26\%. That is the largest of the corrections to an isolated cell for the parameters chosen here. The ranking depends on them: at 358~K an activation energy of 0.2~eV would lower the swing by 21\% and one of 0.3~eV by 38\%. The loss of isolation is far larger: in the $8\times8$ array it removes 92\% of the swing even with the best load and a known all-low background, and with an unknown stored pattern no guaranteed gap remains. The rule also presupposes voltage sensing with a resistive load. A sense amplifier that clamps the cell at a voltage $V_c$ and measures its current sees the difference $V_c(1/R_L-1/R_H)$, in which no load resistance appears. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Low-state resistance: 10 kOhm
High-state resistance: 1000 kOhm
Resistance ratio: 100
Supply voltage: 0.20 V
Best load, numerical maximization: 100.000 kOhm
Geometric mean of the resistances: 100.000 kOhm
Output in low state at best load: 181.82 mV
Output in high state at best load: 18.18 mV
Largest swing: 163.64 mV
Largest swing / supply: 0.8182
Midpoint of the outputs at best load: 100.00 mV
Swing at load 10 kOhm: 98.02 mV, 59.9 % of largest
Swing at load 50 kOhm: 157.14 mV, 96.0 % of largest
Swing at load 200 kOhm: 157.14 mV, 96.0 % of largest
Swing at load 1000 kOhm: 98.02 mV, 59.9 % of largest
Fixed high-state cell voltage: 0.20 V
  load 100 kOhm: supply 0.220 V, swing 180.00 mV
  load 1000 kOhm: supply 0.400 V, swing 196.04 mV
Line and driver resistance (rough): 2 kOhm
  best load 109.65 kOhm, swing 160.54 mV
Sensing input resistance (rough): 10 MOhm
  best load 101.01 kOhm, swing 163.64 mV
Voltage scale of sinh conduction (rough): 0.25 V
  best load 96.75 kOhm, swing 162.19 mV
  swing at the geometric-mean load: 162.18 mV
Reference and hot temperature: 300 K, 358 K
Activation energy of high state (rough): 0.05 eV
Temperature coefficient of low state (rough): 0.001 per K
  hot resistances 10.58 kOhm, 731.0 kOhm
  hot best load 87.94 kOhm
  hot swing at unchanged load 156.80 mV
Weak cell (rough spread): 20 kOhm, 333.3 kOhm
  outputs 166.67 mV, 46.15 mV
  swing at unchanged load 120.51 mV
Output capacitance (rough): 100 fF
  time constants, low and high state: 0.909 ns, 9.091 ns
  rms thermal noise: 0.204 mV
Thermal resistance of cell (rough): 1e+06 K/W
  low-state power 33.06 nW, heating 0.0331 K
Switching threshold (rough): 0.50 V
  largest cell voltage at best load: 0.1818 V
Array: 8 x 8 cells, sneak-path resistance 3.061 kOhm
  apparent resistances 2.344 kOhm, 3.052 kOhm
  best load 2.674 kOhm, swing 13.18 mV
  swing at isolated-cell load 1.34 mV
\end{verbatim}
